# Why One-Sided Dielectrics Permit Zero-Bias Electroresistance in Ferroelectric Tunnel Junctions

**Definitions and conventions**

A ferroelectric film of thickness \(t\) separates two metals. Its polarisation \(P\) lies along the film normal \(x\) and can be reversed. Positive \(P\) points to the right. A nonpolar dielectric of thickness \(d\), when present, lies between the left metal and the ferroelectric, so \(P>0\) points away from it. The insulating stack occupies \(0<x<L\), with \(L=t+d\).

\(U(x)\) is the electron potential energy measured from the common Fermi level, \(e>0\) is the elementary charge, and \(m\) is the electron mass, taken equal in all layers. Transport is elastic and coherent, and the film is a single domain. The zero-bias electroresistance compares linear conductances, \(G=dJ/dV\) at \(V=0\), where \(J\) is the current density, so \(G\) is a conductance per area. Its measure here is

\[
R=\frac{G(-P)}{G(+P)} ,
\]

the conductance with polarisation toward the dielectric divided by that with polarisation away from it. No effect means \(R=1\).

The in-plane wavevector \(k\) is conserved. With two spins, and at zero temperature,

\[
G=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,T(k)
=\frac{e^2}{h}\,\frac1\pi\int k\,T(k)\,dk ,
\]

where \(T\) is the transmission probability at the Fermi energy. The question is therefore whether reversing \(P\) changes \(T(k)\).

**Why the symmetric junction shows nothing**

Two facts are needed. The first is that a barrier transmits equally well from either side, whatever its shape. For given \(k\), the motion along \(x\) obeys

\[
-\frac{\hbar^2}{2m}\psi''+U\psi=\Big(E-\frac{\hbar^2k^2}{2m}\Big)\psi .
\]

For two solutions at the same energy, \(W=\psi_1\psi_2'-\psi_1'\psi_2\) is constant, because \(W'=\psi_1\psi_2''-\psi_1''\psi_2=0\). Let \(\psi_1\) be incident from the left and \(\psi_2\) from the right:

\[
\psi_1=\begin{cases}e^{ik_Lx}+re^{-ik_Lx}\\ \tau e^{ik_Rx}\end{cases}
\qquad
\psi_2=\begin{cases}\tau' e^{-ik_Lx}&\text{(left)}\\ e^{-ik_Rx}+r'e^{ik_Rx}&\text{(right)}\end{cases}
\]

On the left the terms with \(r\) cancel and \(W=-2ik_L\tau'\). On the right those with \(r'\) cancel and \(W=-2ik_R\tau\). Hence \(k_L\tau'=k_R\tau\). The two transmission probabilities, which are ratios of fluxes, then agree:

\[
T'=\frac{k_L}{k_R}|\tau'|^2=\frac{k_L}{k_R}\frac{k_R^2}{k_L^2}|\tau|^2
=\frac{k_R}{k_L}|\tau|^2=T .
\]

The second fact is the mirror relation. If the metals and both interfaces are identical, and the two polarisation states are mirror images, then

\[
U_{-P}(x)=U_{+P}(L-x).
\]

An electron crossing the \(-P\) barrier from the left meets what an electron crossing the \(+P\) barrier from the right would meet. By the first fact these transmissions are equal, for each \(k\) and each energy. Therefore \(G(-P)=G(+P)\). The barrier may be strongly tilted, and its tilt does reverse; the linear conductance cannot tell the two tilts apart. Thermal averaging over energy does not alter this.

The condition on the interfaces matters. Two electrodes of the same metal with different atomic terminations do not meet it.

A finite bias adds a second direction. Mirroring the whole junction reverses \(P\), the voltage and the current together, so symmetry demands only

\[
J(V,P)=-J(-V,-P).
\]

Write \(J(V,P)=G_PV+B_PV^2+\dots\). The right side is \(G_{-P}V-B_{-P}V^2+\dots\), so \(G_P=G_{-P}\) but \(B_P=-B_{-P}\). The current ratio of the two states is then \(1+2B_PV/G_P\) to first order in \(V\): a difference may appear, and it vanishes with the bias. For the symmetric junction computed below, at 0.1 V and with \(P\) held fixed, the ratio is 1.022, whereas the zero-bias ratio equals one within rounding error.

**What the dielectric does to the potential**

With a dielectric on the left, the mirror image of the \(+P\) state is a \(-P\) state with the dielectric on the right. That is a different junction. Symmetry no longer connects the two states of the same device, so a difference is permitted. Its size must come from electrostatics.

Let the electrodes be short-circuited. There is no free charge inside the insulators, so the displacement \(D\) is uniform there. In the metals, linear screening with length \(\lambda\) and background permittivity \(\varepsilon_m\) gives \(\phi''=\phi/\lambda^2\) for the electrostatic potential. On the left \(\phi=\phi_se^{x/\lambda}\), and continuity of \(D=-\varepsilon_0\varepsilon_m\phi'\) at the surface gives \(\phi_s=-D\lambda/(\varepsilon_0\varepsilon_m)\). Since the energy shift is \(-e\phi\), the electron energy rises toward the left surface by

\[
u_m=\frac{eD\lambda}{\varepsilon_0\varepsilon_m}.
\]

On the right \(\phi\) decays in the opposite direction, its surface value has the opposite sign, and the energy shift there is \(-u_m\).

In the dielectric the field is \(D/(\varepsilon_0\varepsilon_d)\). The electron energy has slope \(e\) times the field, so it rises by

\[
u_d=\frac{eDd}{\varepsilon_0\varepsilon_d}.
\]

In the ferroelectric, with background permittivity \(\varepsilon_b\), the field is \((D-P)/(\varepsilon_0\varepsilon_b)\). Here \(P\) is the polarisation actually retained in the junction. At short circuit the voltage drops sum to zero:

\[
\frac{D}{\varepsilon_0}\Big(\frac{2\lambda}{\varepsilon_m}+\frac d{\varepsilon_d}\Big)
+\frac{(D-P)t}{\varepsilon_0\varepsilon_b}=0 .
\]

With \(s=2\lambda/\varepsilon_m+d/\varepsilon_d\) this gives

\[
D=P\,\frac{t/\varepsilon_b}{s+t/\varepsilon_b}.
\]

For \(P>0\) the left end of the ferroelectric is thus raised by \(u_m+u_d\), and its right end is lowered by \(u_m\). The shift is linear in between, so its mean is

\[
\tfrac12\big[(u_m+u_d)-u_m\big]=\tfrac12u_d .
\]

The metal contributions cancel from this mean and the dielectric contribution does not. Reversing \(P\) reverses every shift. The ferroelectric barrier is therefore higher on average when \(P\) points away from the dielectric, and lower when it points toward it. Without the dielectric it is tilted about an unchanged mean.

**From barrier shift to conductance ratio**

Let both insulators have the same barrier height \(\varphi\) before the polarisation is included. The unperturbed barrier is then mirror symmetric. Call the polarisation-induced shift \(\delta U(x)\). To first order,

\[
\delta\ln T=\int w(x)\,\delta U(x)\,dx .
\]

Reciprocity says that \(\delta U(x)\) and its mirror image \(\delta U(L-x)\) produce the same \(T\), since the unperturbed barrier is its own mirror image. The weight \(w\) must therefore be even about the centre, and at this order the mirror-odd part of \(\delta U\) drops out. The shifts in the two metals form such an odd pair.

For a thick barrier at normal incidence, the leading semiclassical exponent supplies \(w\):

\[
\ln T\simeq-\frac{2\sqrt{2m}}{\hbar}\int_0^L\sqrt{\varphi+\delta U}\,dx .
\]

Using \(\sqrt{\varphi+\delta U}\simeq\sqrt\varphi+\delta U/(2\sqrt\varphi)\),

\[
\delta\ln T\simeq-\frac{\sqrt{2m}}{\hbar\sqrt\varphi}\int_0^L\delta U\,dx .
\]

The mean shift is \(u_d/2\) over length \(t\), and \(u_m+u_d/2\) over length \(d\). The two polarisation states have opposite \(\delta U\), which doubles the difference. Neglecting the change in prefactors,

\[
\ln R\simeq\frac{2\sqrt{2m}}{\hbar\sqrt\varphi}
\left[\frac{t\,u_d}{2}+d\Big(u_m+\frac{u_d}{2}\Big)\right].
\]

This is the mechanism in this model. A voltage across a thin layer moves the mean barrier of the much thicker ferroelectric; the energy shift is multiplied by the tunnelling length, and the product stands in an exponent. The expansion assumes \(|\delta U|\) below \(\varphi\) and a barrier thick compared with the decay length. Terms even in \(\delta U\) cancel between the two states, so the first neglected term of the exponent is cubic; this is why the law remains useful in the example below, where the largest shift, \(u_m+u_d\), is half of \(\varphi\).

As \(d\to0\), \(u_d\propto d\), so \(\ln R\) vanishes linearly and the symmetric result is recovered. In that limit the first bracketed term exceeds the second by the factor \((t/2\varepsilon_d)/(\lambda/\varepsilon_m)\), which is \(0.04/0.006\approx7\) for the parameters below.

The same reasoning covers a junction without a dielectric but with unequal metal screening. If the end shifts are \(+u_1\) and \(-u_2\), the mean is \((u_1-u_2)/2\), and the bracket becomes \(t(u_1-u_2)/2\), provided the unperturbed barrier and metals are otherwise symmetric. The shifts inside the two metals then no longer form a mirror-odd pair, and their contribution is neglected in this estimate. A dielectric is one way to break the symmetry, not a necessary one.

**A worked junction**

Take \(t=2.4\) nm, \(d=0.4\) nm, \(\varepsilon_b=10\), \(\varepsilon_d=30\), \(\lambda=0.06\) nm, \(\varepsilon_m=10\), \(\varphi=0.6\) eV and a metal Fermi energy of 3 eV. The retained polarisation is \(15.03\ \mu\mathrm{C/cm^2}\), obtained in the next section. Then

\[
s=0.0120+0.0133=0.0253\ \text{nm},\qquad
\frac t{\varepsilon_b}=0.240\ \text{nm},
\]

\[
D=15.03\times\frac{0.240}{0.2653}=13.6\ \mu\mathrm{C/cm^2}.
\]

Thus \(D/\varepsilon_0=15.4\) V/nm, and

\[
u_m=15.4\times0.006=0.092\ \text{eV},\qquad
u_d=15.4\times0.0133=0.205\ \text{eV}.
\]

The mean ferroelectric shift is 0.1024 eV, with an extra digit kept for the next step. A finite-difference solution of the screened Poisson equation gives the same mean, and its profile differs from the closed form by at most 0.0003 eV.

With \(\sqrt{2m}/\hbar=5.12\ \mathrm{eV^{-1/2}\,nm^{-1}}\), the prefactor is \(2\times5.12/\sqrt{0.6}=13.2\ \mathrm{eV^{-1}nm^{-1}}\), so

\[
\ln R\simeq13.2\,(2.4\times0.1024+0.4\times0.1945)
=13.2\,(0.246+0.078)=4.28 .
\]

About three quarters of this comes from the ferroelectric, although the voltage responsible drops across the dielectric.

Solving the scattering problem for the full profile and integrating over \(k\) gives \(R=58\), or \(\ln R=4.06\). The first-order law is 5% too high in the logarithm, and its \(R=72\) is about 25% too high. At one tenth of the polarisation and normal incidence, the logarithms are 0.419 from scattering and 0.428 from the law, a difference of 2%.

These two gaps are not measured alike. The larger one includes the integral over \(k\), and that integral, not the size of \(P\), accounts for most of it. For small \(k\), \(T(k)\simeq T(0)\exp(-k^2\int dx/\kappa)\), with \(\kappa=\sqrt{2mU}/\hbar\). The integral over \(k\) therefore contributes a factor \(1/(2\int dx/\kappa)\). A lower barrier has smaller \(\kappa\) and hence a narrower angular range, which reduces \(R\). Since \(\kappa\propto\sqrt{\varphi+\delta U}\), this factor changes \(\ln R\) by about \(-\langle\delta U\rangle/\varphi\), where \(\langle\delta U\rangle=(0.246+0.078)/2.8=0.116\) eV is the mean shift over the stack. That is \(-0.19\), out of a total gap of 0.22. The correction is first order in \(P\), so its relative size does not shrink at small polarisation.

Four controls, all at the same \(P\), isolate the cause:

- Keeping only the mirror-even part of \(\delta U\) gives \(R=56\), close to the full 58.
- Splitting the dielectric into 0.2 nm at each interface restores \(R=1\) within rounding error. Its presence is not enough; it must be unequally placed.
- Letting \(\lambda\to0\) leaves \(R=42\). At this fixed \(P\), imperfect metal screening raises the ratio, but it is not required. It also lowers the retained \(P\), and that loss outweighs the gain: by the relation derived in the next section, the film would retain \(19.0\ \mu\mathrm{C/cm^2}\) for \(\lambda\to0\), and the first-order law would then give \(\ln R=5.0\) instead of 4.28. Without either the dielectric or a finite \(\lambda\), \(s=0\), so \(D=P\) and the barrier is flat.
- Giving the dielectric a very large permittivity removes \(u_d\) and leaves \(R=1.6\). Mirror symmetry is still broken, but only the term \(d\,u_m\) survives. Broken symmetry permits the effect; the voltage across the dielectric makes it large.

**Why the layer must remain thin**

The dielectric also weakens the polarisation that drives the effect. Substituting \(D=P+\varepsilon_0\varepsilon_bE_f\) into the short-circuit condition \(E_ft+Ds/\varepsilon_0=0\) gives the field in the ferroelectric:

\[
E_f=-\frac{gP}{\varepsilon_0},\qquad g=\frac{s}{t+\varepsilon_bs}.
\]

It opposes \(P\). Describe the ferroelectric by a double well with unloaded polarisation \(P_0\), whose equation of state is

\[
E_f=\frac{P}{2\chi\varepsilon_0}\left(\frac{P^2}{P_0^2}-1\right).
\]

Its slope at \(P_0\) is \(1/(\chi\varepsilon_0)\), so \(\chi\) is the susceptibility of the switching mode there. Equating the two fields and dividing by \(P\ne0\) gives

\[
P=P_0\sqrt{1-2\chi g}.
\]

With \(P_0=23\ \mu\mathrm{C/cm^2}\) and \(\chi=30\), the example has \(g=0.00955\), \(2\chi g=0.573\), and \(P=23\sqrt{0.427}=15.0\ \mu\mathrm{C/cm^2}\). Without the dielectric the same film retains \(19.4\ \mu\mathrm{C/cm^2}\).

The uniform polarised state disappears when \(2\chi g=1\), that is, when \(s=t/(2\chi-\varepsilon_b)=0.048\) nm. The corresponding thickness is

\[
d_c=\varepsilon_d\left(\frac t{2\chi-\varepsilon_b}-\frac{2\lambda}{\varepsilon_m}\right)
=30\,(0.048-0.012)=1.08\ \text{nm}.
\]

With \(P\) recalculated at each thickness and all other parameters fixed, \(R\) is 9, 58, 202, 255 and 43 for \(d=0.2,0.4,0.6,0.8\) and 1.0 nm. At first the growing share of voltage across the dielectric wins. Near \(d_c\) the loss of polarisation wins: at 1.0 nm only \(5.0\ \mu\mathrm{C/cm^2}\) remains. The largest of these five ratios lies at 0.8 nm, but close to the loss of the polarised state, so it is not automatically the best choice for a memory.

**Relation to real junctions**

The parameters are round values in the rough regime of a strained barium titanate film a few nanometres thick, between metallic oxides, with about one unit cell of nonpolar oxide. Two choices favour a large ratio. A dielectric permittivity of 30 is far below the roughly 300 of bulk strontium titanate at room temperature; with \(\varepsilon_d=300\) the film would retain \(19.0\ \mu\mathrm{C/cm^2}\), but \(u_d\) would fall to 0.027 eV, the first-order law would give \(\ln R\approx1.1\), or \(R\approx3\), and the term \(d\,u_m\) would dominate. The large ratio thus depends on a dielectric of low permittivity. The effective screening length \(\lambda/\varepsilon_m=0.006\) nm is short, which helps to retain \(P\). It is a separate input, not a property of the free-electron metal used for the scattering: with \(\varepsilon_m=10\) and a Fermi energy of 3 eV, that metal would have \(\lambda\approx0.22\) nm, and this junction would then keep no uniform polarisation. At \(d=0.4\) nm the polarised state requires \(\lambda/\varepsilon_m\) below about 0.017 nm, so the choice of electrode is decisive. The calculated resistance-area products are \(2.3\times10^7\) and \(1.3\times10^9\ \Omega\,\mu\mathrm{m}^2\), so a junction of \(1\ \mu\mathrm{m}^2\) would have 23 MΩ and 1.3 GΩ. Real films can break the single-domain assumption. If domains are wide compared with the barrier and conduct in parallel, and 1% of the area has the wrong polarisation in each state, then

\[
R=\frac{0.99\times57.9+0.01}{0.99+0.01\times57.9}\approx37 .
\]

With 10% wrong area it falls to about 8. Conduction through defects, if independent of \(P\), also adds to both states; a leakage equal to the smaller tunnelling conductance would give \((57.9+1)/2\approx29\).

Other neglected effects change the size rather than the symmetry argument. At 300 K, with the electrostatics unchanged and over-barrier transport included, \(R\) rises to 74. The sign follows from the semiclassical exponent:

\[
c\equiv\frac{\partial\ln T}{\partial E}\simeq\frac{\sqrt{2m}}{\hbar}\int\frac{dx}{\sqrt U},
\]

which is larger for the lower barrier. The thermal window is even in energy about the Fermi level, so it averages \(e^{cE}\) to the mean of \(\cosh cE\), which grows with \(c\). The more conducting state therefore gains more.

Doubling the mass in the barrier gives \(R=352\), chiefly because the exponent scales as \(\sqrt m\); the ratio is thus very sensitive to the band structure of the insulator. Raising the dielectric barrier alone by 0.5 eV gives 48. Classical image forces lower the barrier at its middle by \(e^2\ln2/(4\pi\varepsilon_0\varepsilon L)\), about 0.04 eV for \(\varepsilon=10\) and 0.065 eV for an optical value near 5.5, and by much more near the metals. Their total effect is not small: it can raise both conductances several-fold in the first case and tenfold or more in the second, depending on how the divergence at the metals is cut off, so the resistances quoted above are illustrations, not predictions.

The fields are a more serious limit. The dielectric carries 5.1 MV/cm even at zero bias, which is within the rough range where thin oxides may break down. The depolarising field is 1.6 MV/cm. The double-well model puts uniform switching at 0.12 V with the dielectric and 0.25 V without it, so a read voltage must stay well below the first value for \(P\) to be treated as fixed. Domain nucleation, interface charge and roughness are outside these estimates. The numerical output below gives the values used here.

## Computed values

```
Ferroelectric thickness: 2.4 nm
Dielectric thickness: 0.4 nm
Ferroelectric background permittivity: 10
Dielectric permittivity: 30
Metal screening length: 0.06 nm
Metal background permittivity: 10
Barrier height: 0.6 eV
Fermi energy: 3 eV
Unloaded polarisation: 23 uC/cm2
Switching-mode susceptibility: 30
Retained polarisation, with dielectric: 15.03 uC/cm2
Retained polarisation, no dielectric: 19.44 uC/cm2
Screening charge D: 13.6 uC/cm2
Energy step in each metal u_m: 0.09214 eV
Energy step in dielectric u_d: 0.2047 eV
Mean ferroelectric barrier shift (Poisson): 0.1024 eV
Largest Poisson difference: 0.0003 eV
Symmetric ratio minus one: -1.2e-14
Finite test bias: 0.1 V
Symmetric current ratio J(+P)/J(-P) at bias: 1.0218
RA, P toward dielectric, 0 K: 2.305e+07 ohm um2
RA, P away from dielectric, 0 K: 1.335e+09 ohm um2
Conductance ratio, 0 K: 57.9
Log ratio, full scattering: 4.059
Log ratio, first-order law: 4.279
Small-P log ratio, normal incidence: 0.4189
Small-P log ratio, first-order law: 0.4279
Ratio from mirror-even shift alone: 56.13
Split-dielectric ratio minus one: -3.1e-15
Ratio with perfect metal screening: 42.24
Ratio with no dielectric voltage drop: 1.619
d = 0.2 nm: P = 17.32 uC/cm2, ratio = 8.995
d = 0.4 nm: P = 15.03 uC/cm2, ratio = 57.9
d = 0.6 nm: P = 12.47 uC/cm2, ratio = 201.6
d = 0.8 nm: P = 9.41 uC/cm2, ratio = 255.4
d = 1.0 nm: P = 4.97 uC/cm2, ratio = 42.88
Dielectric thickness where P vanishes: 1.08 nm
Temperature of use: 300 K
RA, P toward dielectric, warm: 1.344e+07 ohm um2
RA, P away from dielectric, warm: 9.944e+08 ohm um2
Conductance ratio, warm: 73.96
Ratio with barrier mass 2 m_e: 352.3
Ratio with dielectric barrier 0.5 eV higher: 48.05
Image lowering at mid-barrier: 0.036 eV
Ferroelectric field: -1.62 MV/cm
Dielectric field: 5.12 MV/cm
Ideal switching voltage, with dielectric: 0.123 V
Ideal switching voltage, no dielectric: 0.254 V
```
